\section*{Spin-Resolved Orbital Moments, Spin Flips and the Limits of Bruno's Relation}

\section*{Setting}

Independent electrons move in a fixed collinear spin-dependent potential. The unit vector $\mathbf n$ is the majority-spin direction, and $\sigma=+1$ ($\uparrow$) or $-1$ ($\downarrow$) labels the spin along $\mathbf n$. Hartree units are used. The orbital Hamiltonians $H_\uparrow$, $H_\downarrow$ do not depend on $\mathbf n$ and are real; in a crystal $\mathbf k$ and $-\mathbf k$ are summed instead. The ground state without spin-orbit coupling is a determinant separated by a gap from every excitation, so each empty level $\varepsilon_u$ lies above each occupied level $\varepsilon_o$. The perturbation is $V=\xi\,\mathbf L\cdot\mathbf s$ with one constant $\xi>0$, small against the gap. $\mathbf L$ acts within an atomic shell of angular momentum $l$ (summed over equivalent sites) and vanishes outside it; the eigenstates may mix the shell with other orbitals. The potential is not allowed to relax when $V$ is switched on (force theorem). The anisotropy is $K=E(\hat{\mathbf z})-E(\hat{\mathbf x})$, so $K<0$ means an easy axis $z$.

Bruno's relation ties the energy to the total orbital moment along the spin,
\begin{equation}
E_B(\mathbf n)=-\frac{\xi}{4}\,\big(L_n^\uparrow+L_n^\downarrow\big),
\end{equation}
up to a constant, where $L_n^\sigma$ is the expectation value of $L_n=\mathbf n\cdot\mathbf L$ carried by spin $\sigma$.

\section*{(a) The spin-conserving energy}

\textit{Find the leading energy shift due to $V$, and express its spin-conserving part through $L_n^\uparrow$ and $L_n^\downarrow$.}

\paragraph{Solution.} Take a right-handed frame $(\mathbf e_1,\mathbf e_2,\mathbf n)$ with $L_\pm=L_1\pm iL_2$ and $s_\pm=s_1\pm is_2$. Multiplying out gives $L_+s_-+L_-s_+=2(L_1s_1+L_2s_2)$, so
\begin{equation}
\mathbf L\cdot\mathbf s=L_ns_n+\tfrac12\,(L_+s_-+L_-s_+).
\end{equation}
Since $\mathbf L=-i\,\mathbf r\times\nabla$ obeys $\mathbf L^*=-\mathbf L$, conjugating the orbitals gives $\langle b^*|\mathbf L|a^*\rangle=-\langle b|\mathbf L|a\rangle^*$. For real orbitals every element is therefore imaginary; a diagonal element of a Hermitian operator is also real, hence zero. The first-order energy $\xi\sum_o(\sigma_o/2)\langle o|L_n|o\rangle$ vanishes, and in a crystal it cancels between $\mathbf k$ and $-\mathbf k$.

A one-body operator connects the determinant $\Phi$ to single excitations $\Phi_o^u$ with amplitude $V_{uo}=\langle u|V|o\rangle$ and excitation energy $\Delta_{uo}=\varepsilon_u-\varepsilon_o>0$. Nondegenerate perturbation theory for $\Phi$ gives
\begin{equation}
|\Phi^{(1)}\rangle=-\sum_{o,u}\frac{V_{uo}}{\Delta_{uo}}|\Phi_o^u\rangle,\qquad
E=-\sum_{o,u}\frac{|V_{uo}|^2}{\Delta_{uo}}.
\end{equation}
For $o,u$ of the same spin the operators $s_\pm$ drop out and $V_{uo}=\xi(\sigma/2)\langle u|L_n|o\rangle$, so with $\sigma^2=1$
\begin{equation}
E_{\rm sc}=-\frac{\xi^2}{4}\sum_\sigma S_\sigma,\qquad S_\sigma=\sum_{o,u\in\sigma}\frac{|\langle u|L_n|o\rangle|^2}{\Delta_{uo}}.
\end{equation}
For a one-body operator $A$ the first-order expectation value is $\langle\Phi|A|\Phi^{(1)}\rangle+\text{c.c.}=-\sum(A_{ou}V_{uo}+\text{c.c.})/\Delta_{uo}$. Take $A$ as $L_n$ times the projector on spin $\sigma$. It has no element between opposite spins, so flip excitations do not feed the moment at this order, and
\begin{equation}
L_n^\sigma=-2\,\xi\,\frac{\sigma}{2}\,S_\sigma=-\sigma\xi S_\sigma .
\end{equation}
Majority electrons carry $L_n^\uparrow\le0$ and minority electrons $L_n^\downarrow\ge0$: in each channel the induced orbital moment is antiparallel to the electron's own spin. Inserting $\xi S_\sigma=-\sigma L_n^\sigma$,
\begin{equation}
E_{\rm sc}(\mathbf n)=\frac{\xi}{4}\,\big(L_n^\uparrow-L_n^\downarrow\big).
\label{sc}
\end{equation}
The two channels add in the energy, whereas they subtract in the total moment.

\section*{(b) The spin-flip energy}

\textit{Write the flip contribution as one sum over pairs of a majority orbital $a$ and a minority orbital $b$, and isolate its dependence on $\mathbf n$.}

\paragraph{Solution.} Let $\mathbf M=\langle b|\mathbf L|a\rangle$ and let $f=0,1$ be the occupations. With $s_-|{\uparrow}\rangle=|{\downarrow}\rangle$ the forward amplitude is $\langle b{\downarrow}|V|a{\uparrow}\rangle=\frac{\xi}{2}(M_1+iM_2)$. The reverse amplitude $\langle a{\uparrow}|V|b{\downarrow}\rangle$ is its complex conjugate and has the same modulus. Expanding,
\begin{equation}
|M_1+iM_2|^2=|M_1|^2+|M_2|^2+2\,\mathrm{Im}(M_1M_2^*).
\end{equation}
For real orbitals $M_1$ and $M_2$ are both imaginary and the cross term is zero. For $-\mathbf k$ the orbitals are conjugated at the same energies, $\mathbf M\to-\mathbf M^*$, $M_1M_2^*\to(M_1M_2^*)^*$, and the cross terms cancel in the pair. What remains is $W_{ba}=|M_1|^2+|M_2|^2=|\mathbf M|^2-|\mathbf n\cdot\mathbf M|^2\ge0$. Forward flips carry the weight $f_a(1-f_b)/(\varepsilon_b-\varepsilon_a)$ and reverse flips $f_b(1-f_a)/(\varepsilon_a-\varepsilon_b)$. Over the common denominator the numerator is $f_a-f_af_b-f_b+f_af_b$, so
\begin{equation}
E_{\rm sf}=-\frac{\xi^2}{4}\sum_{a,b}\frac{f_a-f_b}{\varepsilon_b-\varepsilon_a}\Big(|\mathbf M|^2-|\mathbf n\cdot\mathbf M|^2\Big),
\label{sf}
\end{equation}
where pairs with $f_a=f_b$ are omitted. The term in $|\mathbf M|^2$ is independent of $\mathbf n$. The anisotropic part is $+\frac{\xi^2}{4}\sum|\mathbf n\cdot\mathbf M|^2/\Delta$ with $\Delta=|\varepsilon_b-\varepsilon_a|$: a transition that favours $\mathbf n$ when it conserves the spin disfavours $\mathbf n$ when it flips the spin, because a flip uses the components of $\mathbf L$ transverse to $\mathbf n$. Both parts of $E$ are quadratic forms in $\mathbf n$, so with a threefold or higher axis $E=\text{const}+K\cos^2\theta$ at this order.

Equations (\ref{sc}) and (\ref{sf}) make no approximation beyond order $\xi^2$. They were tested against diagonalization of the spinor Hamiltonian in the laboratory frame, with the $\xi^2$ energy and the $\xi^1$ moments extracted by extrapolation, on random hybridized $d$ shells and on every example below, to $10^{-4}$ of $|E|$. For complex orbitals at one $\mathbf k$, Eq.~(\ref{sf}) missed the diagonalized flip energy by 8\% of that energy; the error summed over $\mathbf k$ and $-\mathbf k$ was below $10^{-7}$ on the same scale.

\section*{(c) One denominator and the operator $\mathbf T$}

\textit{Replace $\varepsilon_b-\varepsilon_a$ by one exchange splitting $\Delta E$. Express the result through the shell spin count $N_s$ and the magnetic dipole operator $\mathbf T=\sum_{\rm electrons}[\mathbf s-3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)]$ projected on the shell.}

\paragraph{Solution.} Let $\rho_\sigma$ project on the occupied orbitals of spin $\sigma$, $\rho_s=\rho_\uparrow-\rho_\downarrow$, and $N_s=\mathrm{Tr}\,\rho_sP$ with $P$ the shell projector. The sets $\{a\}$ and $\{b\}$ are each complete. In the term with $f_a$ the sum over $b$ is free, and in the term with $f_b$ the sum over $a$ is free:
\begin{align}
\sum_{a,b}(f_a-f_b)|\langle b|L_n|a\rangle|^2&=\sum_af_a\langle a|L_n^2|a\rangle-\sum_bf_b\langle b|L_n^2|b\rangle\nonumber\\
&=\mathrm{Tr}\,\rho_sL_n^2 .
\end{align}
Summing the same identity over three components gives $\mathrm{Tr}\,\rho_s\mathbf L^2=l(l+1)N_s$. Hence
\begin{equation}
E_{\rm sf}\approx-\frac{\xi^2}{4\Delta E}\Big[l(l+1)N_s-\mathrm{Tr}\,\rho_sL_n^2\Big].
\label{clo}
\end{equation}
Write $T_i=\sum_jQ_{ij}s_j$ with $Q_{ij}=\delta_{ij}-3\hat r_i\hat r_j$. Within a shell of common radial function, both $Q_{ij}$ and $\frac32\{L_i,L_j\}-\mathbf L^2\delta_{ij}$ are symmetric traceless tensors, that is, of rank 2. The operators on the shell decompose as $l\otimes l=0\oplus1\oplus\dots\oplus2l$ with each rank once, so the two tensors are proportional with one constant $c$. It is fixed by the $zz$ component in the state $m=l$, whose density is proportional to $(1-t^2)^l$, $t=\cos\theta$. Let $I_l=\int_{-1}^1(1-t^2)^ldt$ and $J=\int_{-1}^1t^2(1-t^2)^ldt$. Integration by parts gives $J=I_{l+1}/(2l+2)$, and the definition gives $I_{l+1}=I_l-J$; therefore $\langle t^2\rangle=J/I_l=1/(2l+3)$ and $\langle Q_{zz}\rangle=2l/(2l+3)$. The other tensor has $3l^2-l(l+1)=l(2l-1)$. The ratio is
\begin{equation}
c=\frac{2}{(2l-1)(2l+3)},\qquad Q_{ij}=c\Big[\tfrac32\{L_i,L_j\}-l(l+1)\delta_{ij}\Big].
\end{equation}
All nine components were tested by quadrature on the sphere; $1/c$ is $2.5$, $10.5$, $22.5$ for $p$, $d$, $f$.

Since (\ref{clo}) already has the factor $\xi^2$, $T_n=\langle\mathbf n\cdot\mathbf T\rangle$ is taken in the unperturbed state, where $s_1$ and $s_2$ have no expectation value and $s_n=\sigma/2$:
\begin{equation}
T_n=\tfrac12\mathrm{Tr}\,\rho_sQ_{nn}=\frac{3\,\mathrm{Tr}\,\rho_sL_n^2-l(l+1)N_s}{(2l-1)(2l+3)} .
\label{T}
\end{equation}
Solving for the trace, the bracket in (\ref{clo}) becomes $\frac23l(l+1)N_s-\frac13(2l-1)(2l+3)T_n$, and the result, an extension of Bruno's relation of the kind introduced by van der Laan, reads
\begin{equation}
E\approx\frac{\xi}{4}\big(L_n^\uparrow-L_n^\downarrow\big)+\frac{\xi^2}{\Delta E}\Big[\frac{(2l-1)(2l+3)}{12}T_n-\frac{l(l+1)}{6}N_s\Big].
\label{vdl}
\end{equation}
The bracket is $\frac74T_n-N_s$ for $d$ and $\frac5{12}T_n-\frac13N_s$ for $p$. $N_s$ belongs to the unperturbed state and drops out of $K$. For $d$, the number $1/c=21/2$ belongs to the operator identity $\frac{21}{2}\mathbf n\cdot\mathbf T=\frac32\{L_n,\mathbf L\cdot\mathbf s\}-6s_n$, whose expectation value is $3\langle L_n^2s_n\rangle-3N_s$. The energy contains $\frac14\mathrm{Tr}\,\rho_sL_n^2=\frac12\langle L_n^2s_n\rangle$, one sixth of $3\langle L_n^2s_n\rangle$, so the prefactor of $T_n$ is $\frac16\cdot\frac{21}2=\frac74$. Diagonalization of a random $d$ shell with full majority spin, extrapolated to $\Delta E\to\infty$, returned $1.7500$. Within this single-denominator form the flip term favours the direction of lowest $T_n$, the one with the largest spin-weighted $\langle(\mathbf n\cdot\hat{\mathbf r})^2\rangle$.

\section*{(d) When the single denominator is controlled}

\textit{Bound the error of (\ref{clo}), and find what happens for equal fillings of rigid levels, $H_\sigma=H-\sigma\Delta E/2$.}

\paragraph{Solution.} Suppose there are no reverse flips, as when no empty majority orbital has shell amplitude (full majority shell) or no occupied minority orbital has (empty minority shell). Then every term of (\ref{sf}) has $f_a-f_b=1$ and $W_{ba}\ge0$. Put $\varepsilon_b-\varepsilon_a=\Delta E+\delta_{ba}$ and $w=\max|\delta_{ba}|<\Delta E$. Each $1/(\Delta E+\delta)$ lies between $1/(\Delta E+w)$ and $1/(\Delta E-w)$, so $|E_{\rm sf}|$ lies between $\Delta E/(\Delta E+w)$ and $\Delta E/(\Delta E-w)$ times the magnitude of (\ref{clo}); this bound was tested on a random shell. It is not a relative bound on $K$, which is a difference. From $1/(\Delta E+\delta)-1/\Delta E=-\delta/[\Delta E(\Delta E+\delta)]$,
\begin{equation}
|K_{\rm sf}-K_T|\le\frac{\xi^2}{4}\frac{w}{\Delta E(\Delta E-w)}\sum_{a\ {\rm occ},\,b\ {\rm empty}}\big(|M_z|^2+|M_x|^2\big),
\end{equation}
with $K_T$ the anisotropy of the $T$ term. This bound on the absolute error falls as $w/\Delta E^2$, but the error can be large relative to $K_T$ when $T_z-T_x$ is small.

A reverse flip has $b$ occupied and $a$ empty, so $\varepsilon_b-\varepsilon_a<0$ by the gap condition. Its true contribution to (\ref{sf}) is negative, while the replacement by $\Delta E>0$ makes it positive. The approximation is then uncontrolled.

For equal fillings of rigid levels, $\rho_s=0$, so $T_n=N_s=0$ and (\ref{vdl}) keeps $E_{\rm sc}$ alone. An orbital pair with $D=\varepsilon_u-\varepsilon_o$ in $H$ appears four times: twice spin-conserving with denominator $D$, forward with $D+\Delta E$, reverse with $D-\Delta E$. The anisotropic energy is $\frac{\xi^2}{4}\sum|\langle u|L_n|o\rangle|^2g(D)$ with
\begin{equation}
g=-\frac2D+\frac1{D+\Delta E}+\frac1{D-\Delta E}=-\frac2D+\frac{2D}{D^2-\Delta E^2}=\frac{2\Delta E^2}{D(D^2-\Delta E^2)} .
\label{g}
\end{equation}
The anisotropic part of the flips cancels $E_{\rm sc}$ up to a remainder of order $\Delta E^2$. At $\Delta E=0$ the Hamiltonian does not contain $\mathbf n$, and $\Delta E\to-\Delta E$ is the same as $\mathbf n\to-\mathbf n$, which leaves the quadratic form $E$ unchanged, so no term linear in $\Delta E$ can appear. Equation (\ref{vdl}) misses this cancellation.

\section*{(e) Failure of Bruno's relation}

\textit{State what must hold for $E_B$ to give the anisotropy at order $\xi^2$.}

\paragraph{Solution.} Subtracting, $\frac\xi4(L^\uparrow-L^\downarrow)+\frac\xi4(L^\uparrow+L^\downarrow)=\frac\xi2L^\uparrow$, so
\begin{equation}
K-K_B=\frac{\xi}{2}\big(L_z^\uparrow-L_x^\uparrow\big)+K_{\rm sf}.
\end{equation}
The relation holds when both terms are small against $K_B$, or when they cancel. The first term vanishes for a full majority shell, where $S_\uparrow=0$. In the opposite case of an empty minority shell $L^\downarrow=0$, and $E_{\rm sc}=+\frac\xi4L_n^\uparrow=-E_B$: the orbital term has the reversed sign. When there are no reverse flips and $w\ll\Delta E$, the second term has denominators near $\Delta E$ while $K_B$ has crystal-field denominators $D$, so for numerators of like size $K_{\rm sf}/K_B\sim D/\Delta E$. That estimate breaks down when the moments along $z$ and $x$ nearly cancel in $K_B$, or when symmetry forbids the spin-conserving transitions. In the weak-exchange case of (d) the two terms cancel up to order $\Delta E^2$, but there $L^\uparrow=-L^\downarrow$ and $K_B=0$, so the relation misses the whole remaining $K=O(\Delta E^2)$. All of this presumes the gap; a partly filled degenerate level at the Fermi energy lies outside the expansion used in (a).

\section*{(f) A tetragonal $d$ shell}

\textit{In rigid levels, let $xy$, $(xz,yz)$ and $z^2$ lie below $x^2-y^2$ by $D_1=0.045$, $D_2=0.012$, $D_3=0.030$ Ha, with $\xi=0.001$ Ha. Find $K$ for the fillings $5{\uparrow}4{\downarrow}$ and $4{\uparrow}0{\downarrow}$ at $\Delta E=0.15$ Ha and $4{\uparrow}4{\downarrow}$ at $\Delta E=0.001$ Ha.}

\paragraph{Solution.} $L_z=-i\partial_\varphi$ turns $\sin m\varphi$ into $-im\cos m\varphi$, so $|L_z|^2$ is 4 for $(xy,x^2{-}y^2)$ and 1 for $(xz,yz)$. $L_x=-i(y\partial_z-z\partial_y)$ takes $xz$ to $-ixy$ (weight 1) and $yz$ to $-i(y^2-z^2)=\frac i2(x^2-y^2)+\frac i2(2z^2-x^2-y^2)$. The mean squares of $yz$, $x^2-y^2$, $2z^2-x^2-y^2$ on the unit sphere are $1/15$, $4/15$, $12/15$, so the weights are $\frac14\cdot4=1$ and $\frac14\cdot12=3$. Energies below are in $\mu$Ha; $\xi^2/4$ times a sum in Ha$^{-1}$ is one quarter of that sum in $\mu$Ha.

\emph{Filling $5{\uparrow}4{\downarrow}$.} The one hole is $x^2{-}y^2{\downarrow}$. Then $L^\uparrow=0$, $L_z^\downarrow=4\xi/D_1=0.088889$, $L_x^\downarrow=\xi/D_2=0.083333$, and $K_B=K_{\rm sc}=-250\times0.005556=-1.389$. Here $\rho_s$ projects on the hole, with $\mathrm{Tr}\,\rho_sL_n^2=4$ and 1, so (\ref{T}) gives $T_z=(12-6)/21=0.28571$, $T_x=(3-6)/21=-0.14286$, and $K_T=(1/0.15)(7/4)(0.42857)=5.000$. The full flip sum is $\frac14(4/0.195-1/0.162)=3.585$. The second-order result is $-1.389+3.585=+2.196$, and diagonalization at the full $\xi$ gives $+2.228$ ($60.6\ \mu$eV). Bruno's relation gives an easy axis ($-37.8\ \mu$eV) where the model has an easy plane, although the majority shell is full: the two moments differ by 6\% of $L_z^\downarrow$, and the flip term outweighs that remainder. Equation (\ref{vdl}) gives $+3.611$ ($98.3\ \mu$eV). Its sign is right, but $K_T$ exceeds $K_{\rm sf}$ by 39\% of $K_{\rm sf}$, because the $z$ denominator $0.195$ lowers $K_{\rm sf}$ below $K_T$ by $\frac14(4/0.15-4/0.195)=1.538$, while the $x$ denominator $0.162$ acts the other way and raises it by only $\frac14(1/0.15-1/0.162)=0.123$.

\emph{Filling $4{\uparrow}0{\downarrow}$.} The same transitions now occur in the majority channel: $L_z^\uparrow=-0.088889$, $L_x^\uparrow=-0.083333$, so $K_{\rm sc}=-1.389$ and $K_B=+1.389$. With $\mathrm{Tr}\,L_n^2=10$ over the shell, $\mathrm{Tr}\,\rho_sL_n^2=6$ and 9, $T_z=(18-24)/21=-0.28571$, $T_x=(27-24)/21=+0.14286$, $K_T=-5.000$. A flip $a\to b$ costs $\Delta E+D_a-D_b$, where $D_a$ is the depth of the level. For $z$ the sum is $4/0.195+2/0.15=33.846$. For $x$ it is $3/0.132+3/0.168+1/0.162+1/0.117+1/0.183=60.769$. Thus $K_{\rm sf}=\frac14(33.846-60.769)=-6.731$ and $K=-8.120$, against $-8.051$ ($-219\ \mu$eV) at the full $\xi$. Equation (\ref{vdl}) gives $-6.389$, and Bruno's relation has the wrong sign.

\emph{Filling $4{\uparrow}4{\downarrow}$.} Both channels contribute, $K_{\rm sc}=-2.778$, $T=0$ and $K_B=0$. Forward flips give $\frac14(4/0.046-1/0.013)=2.508$. The reverse flips give $\frac14(4/0.044-1/0.011)=0$; each direction has a finite reverse energy, and their equality is an accident of these parameters. The total $-2.778+2.508=-0.269$ agrees with (\ref{g}), $\frac{\xi^2}{4}[4g(D_1)-g(D_2)]=-0.2694$. Equation (\ref{vdl}) gives $-2.778$, ten times the second-order value. At the full $\xi$ the result is $-0.304$; the higher orders shift $K$ by $-0.034\ \mu$Ha, 13\% of the second-order value in magnitude; in the other two fillings the shifts are $+0.031$ and $+0.068\ \mu$Ha.

\section*{(g) Triplet O$_2$}

\textit{Apply the analysis to O$_2$ along $z$ at a rough bond length of 2.3 bohr, with spin-unrestricted PBE orbitals in the cc-pVTZ basis.}

\paragraph{Solution.} The $2p$ shells are minimal-basis orbitals projected into the basis and L\"owdin-orthogonalized; the $p$-shell matrices of $\mathbf L$ and $Q$ are placed on them at both atoms. The constant is $\xi=\frac{\alpha^2}{2}\langle(Z-q(r))/r^3\rangle$ over the $2p_x$ orbital within half a bond length, with $\alpha$ the fine-structure constant and $q(r)$ the enclosed electron number. It is $0.8143$ mHa, against $1.0447$ mHa for the bare nucleus. $\Delta E$ is the $\pi^*$ splitting, $-0.15981+0.24522=0.08541$ Ha.

The on-site $L_z$ conserves parity and connects $\pi_x$ with $\pi_y$. Among the valence orbitals $\pi_u$ is full for both spins and $\pi_g^*$ is full for $\uparrow$ and empty for $\downarrow$, so no valence spin-conserving transition exists for $\mathbf n=\hat{\mathbf z}$. The computed moments are $L_z^\uparrow=-0.000010$, $L_z^\downarrow=+0.000004$, against $L_x^\uparrow=-0.001058$, $L_x^\downarrow=+0.003298$. With $\xi/4=203.6\ \mu$Ha,
\begin{align}
K_B&=-203.6\,(0.001048-0.003294)=0.457\ \mu{\rm Ha},\nonumber\\
K_{\rm sc}&=203.6\,(0.001048+0.003294)=0.884\ \mu{\rm Ha},\nonumber\\
K_T&=7.764\cdot\tfrac5{12}\,(0.40725+0.20362)=1.976\ \mu{\rm Ha},
\end{align}
where $\xi^2/\Delta E=7.764\ \mu$Ha. Forward and reverse flips give $+3.240$ and $-0.235$, so $K=0.884+3.240-0.235=3.889$, and $3.879\ \mu$Ha at the full $\xi$. The $\pi^*_\uparrow\to\pi^*_\downarrow$ flips through $L_z$, of weight $1.9852$, supply $\frac14(7.764)(1.9852)=3.853\ \mu$Ha; all other terms add up to $0.04\ \mu$Ha, a near cancellation of $K_{\rm sc}=0.884$ against $-0.85\ \mu$Ha from the remaining flips.

All three estimates put the spin perpendicular to the bond: $12\ \mu$eV from Bruno's relation, $78\ \mu$eV from (\ref{vdl}), $106\ \mu$eV from diagonalization. The diagonalized value is 8.5 times $K_B$, and (\ref{vdl}) recovers 0.74 of it. Inverting (\ref{T}) with $N_s=1.9744$ gives $\mathrm{Tr}\,\rho_sL_n^2=(5T_n+2N_s)/3=1.995$ for $z$ and $0.977$ for $x$. The $z$ numerator is almost wholly the $\pi^*$ weight, for which $\Delta E$ is the true denominator. The $x$ numerator cannot come from $\pi^*\to\pi^*$, because $L_x$ takes $p_y$ to $p_z$ and hence $\pi$ to $\sigma$. The single denominator assigns it $-\frac14(7.764)(0.977)=-1.90\ \mu$Ha, while all flips outside the $\pi^*$ pair give $3.240-3.853-0.235=-0.85\ \mu$Ha. Reverse flips are present, so the bound of (d) does not apply.

This $K$, about $1.1\times10^2\ \mu$eV, is the force-theorem anisotropy of one Kohn-Sham determinant with a model $\xi$. Its magnitude belongs to the on-site model, which drops the matrix elements of the spin-orbit operator between the two atoms and outside the projected $2p$ shells. It also leaves out spin-spin and spin-other-orbit coupling, the response of the exchange-correlation field and the quantum nature of $S=1$, and it is not the zero-field splitting of the molecule. The numbers, some with more digits, are in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
l=1: operator factor (3Lz^2-L^2)/Q_zz = 2.5000
l=2: operator factor (3Lz^2-L^2)/Q_zz = 10.5000
l=3: operator factor (3Lz^2-L^2)/Q_zz = 22.5000
flip formula rel. error: one k +0.0846, k and -k -5.7e-08
T prefactor from diagonalization, dE->inf: 1.7500 (dimensionless)
model: D_xy=0.045 D_xz,yz=0.012 D_z2=0.03 xi=0.001 Ha
[d9] n_up=5 n_dn=4 dE=0.15000 Ha, shell Ns=1.0000
 L_up(z,x) = +0.000000 +0.000000 hbar
 L_dn(z,x) = +0.088889 +0.083333 hbar
 T(z,x) = +0.28571 -0.14286 hbar
 K Bruno -1.3889, spin-conserving -1.3889 uHa
 K flip up->dn +3.5850, dn->up +0.0000, T term +5.0000 uHa
 K van der Laan +3.6111, diag xi^2 +2.1961, diag all +2.2275 uHa
 K Bruno -37.79, vdL +98.26, diag all +60.61 ueV
 closed form K = +2.1961 uHa
[d4] n_up=4 n_dn=0 dE=0.15000 Ha, shell Ns=4.0000
 L_up(z,x) = -0.088889 -0.083333 hbar
 L_dn(z,x) = +0.000000 +0.000000 hbar
 T(z,x) = -0.28571 +0.14286 hbar
 K Bruno +1.3889, spin-conserving -1.3889 uHa
 K flip up->dn -6.7306, dn->up +0.0000, T term -5.0000 uHa
 K van der Laan -6.3889, diag xi^2 -8.1195, diag all -8.0512 uHa
 K Bruno +37.79, vdL -173.85, diag all -219.09 ueV
[d8] n_up=4 n_dn=4 dE=0.00100 Ha, shell Ns=0.0000
 L_up(z,x) = -0.088889 -0.083333 hbar
 L_dn(z,x) = +0.088889 +0.083333 hbar
 T(z,x) = +0.00000 +0.00000 hbar
 K Bruno -0.0000, spin-conserving -2.7778 uHa
 K flip up->dn +2.5084, dn->up +0.0000, T term +0.0000 uHa
 K van der Laan -2.7778, diag xi^2 -0.2694, diag all -0.3037 uHa
 K Bruno -0.00, vdL -75.59, diag all -8.26 ueV
 closed form K = -0.2694 uHa
O2: R=2.3 bohr, E(UKS-PBE)=-150.23970 Ha
 <r^-3>(r<R/2)=4.9046 bohr^-3, enclosed electrons=5.442
 xi bare=1.0447 mHa, screened=0.8143 mHa
 pi* up=-0.24522 Ha, pi* dn=-0.15981 Ha
[O2] n_up=9 n_dn=7 dE=0.08541 Ha, shell Ns=1.9744
 L_up(z,x) = -0.000010 -0.001058 hbar
 L_dn(z,x) = +0.000004 +0.003298 hbar
 T(z,x) = +0.40725 -0.20362 hbar
 K Bruno +0.4570, spin-conserving +0.8839 uHa
 K flip up->dn +3.2398, dn->up -0.2352, T term +1.9761 uHa
 K van der Laan +2.8600, diag xi^2 +3.8885, diag all +3.8792 uHa
 K Bruno +12.44, vdL +77.83, diag all +105.56 ueV
 pi*->pi* weight sum|Lz|^2=1.9852 hbar^2, K part +3.8531 uHa
 K diag / K Bruno = 8.49, K vdL / K diag = 0.74
\end{verbatim}
